Density of states of a linearly interpolated band in a tetrahedron

A band energy has been computed on a mesh of wave vectors, and the mesh cells are divided into tetrahedra. Inside each tetrahedron the unknown band is replaced by the linear function ε(k) that takes the computed values at the four corners. The corners k1, k2, k3, k4 are numbered by increasing energy, and until part (d) the energies are distinct:

e1 < e2 < e3 < e4,  e_ij = e_i − e_j.

V_T is the volume of the tetrahedron in k space, n(E) is the fraction of that volume in which ε < E, and g(E) = dn/dE. The problem is to find g, to use it for a conduction band of silicon, and to find the error made by the interpolation.

**(a) Show that n depends on the corner energies alone, and relate g to the area in which the plane ε = E cuts the tetrahedron.**

Solution. Write a point as

k = λ1 k1 + λ2 k2 + λ3 k3 + λ4 k4,  λ1 + λ2 + λ3 + λ4 = 1.

The point lies in the tetrahedron when all λ_i ≥ 0. A linear function that equals e_i at k_i is

ε = λ1 e1 + λ2 e2 + λ3 e3 + λ4 e4.

Eliminating λ1 gives k = k1 + Σ λ_j (k_j − k1), with j = 2, 3, 4. The volume element is therefore |det(k2−k1, k3−k1, k4−k1)| dλ2 dλ3 dλ4. This determinant is six times the volume of the tetrahedron, so

n(E) = 6 ∫ dλ2 dλ3 dλ4, over λ_i ≥ 0 and ε < E.

The shape of the tetrahedron has dropped out.

For the second relation, note that ∇ε is constant. The planes ε = E and ε = E + dE are parallel and a distance dE/|∇ε| apart. If A(E) is the area of the cut, the volume between them is A dE/|∇ε|, and

g(E) = A(E)/(V_T |∇ε|).

Hence g ≥ 0. The cut is a triangle when one corner lies on one side of the plane and three on the other, and a quadrilateral when two lie on each side. This is why the three energy intervals need separate treatment.

**(b) Find n and g in the lowest and in the highest interval.**

Solution. For e1 < E < e2 use λ1 = 1 − λ2 − λ3 − λ4. The condition ε < E becomes

λ2 e21 + λ3 e31 + λ4 e41 < E − e1.

Since e21 is the smallest coefficient, λ2 + λ3 + λ4 < (E − e1)/e21 < 1. The condition λ1 ≥ 0 is then satisfied by itself. What remains is a tetrahedron in λ space with intercepts t_j = (E − e1)/e_j1 on the three axes and volume t2 t3 t4/6. Multiplying by 6,

n = (E − e1)³/(e21 e31 e41),

g = 3(E − e1)²/(e21 e31 e41).

For e3 < E < e4 it is easier to find the part above E. With λ4 eliminated, ε > E reads

λ1 e41 + λ2 e42 + λ3 e43 < e4 − E.

Now e43 is the smallest coefficient and e4 − E < e43, so λ4 ≥ 0 holds by itself. The same volume formula gives

n = 1 − (e4 − E)³/(e41 e42 e43),

g = 3(e4 − E)²/(e41 e42 e43).

At E = e4 this gives n = 1, so g integrates to one. Below e1 and above e4, g is zero.

**(c) Find n and g for e2 < E < e3, in a form that stays finite when e2 approaches e1.**

Solution. Let x = E − e2. Start from the region λ2, λ3, λ4 ≥ 0 with ε < E, and leave out the condition λ1 ≥ 0. This is the cone of part (b), with volume fraction (E − e1)³/(e21 e31 e41). Its intercept t2 now exceeds one, so it sticks out of the tetrahedron beyond corner 2, and the excess must be subtracted.

In the excess λ1 is negative. Put μ = −λ1 > 0, so that λ2 = 1 + μ − λ3 − λ4. Then

ε = −μ e1 + (1 + μ − λ3 − λ4) e2 + λ3 e3 + λ4 e4
 = e2 + μ e21 + λ3 e32 + λ4 e42,

and ε < E becomes

μ e21 + λ3 e32 + λ4 e42 < x.

This gives λ3 + λ4 < x/e32 < 1. Therefore λ2 > 0 throughout, and no further face cuts the excess. At fixed λ3 and λ4, dλ2 = dμ, so the volume element is unchanged. The excess is a tetrahedron with intercepts x/e21, x/e32 and x/e42, and

n = (E − e1)³/(e21 e31 e41) − x³/(e21 e32 e42).

Both terms diverge as e21 → 0, although n cannot. To remove the pole, abbreviate

a = e21, p = e31 e41, q = e32 e42, s = e31 + e42.

Because E − e1 = x + a,

n = [(x + a)³/a − x³ p/(a q)]/p
 = [a² + 3a x + 3x² + x³ (q − p)/(a q)]/p.

With e31 = e32 + a and e41 = e42 + a,

p − q = (e32 + a)(e42 + a) − e32 e42 = a(e32 + e42 + a) = a s.

The factor a cancels, leaving

n = [a² + 3a x + 3x² − s x³/q]/p.

Differentiation with respect to x gives

g = [3e21 + 6x − 3(e31 + e42)x²/(e32 e42)]/(e31 e41).

Thus g is quadratic in each of the three intervals.

**(d) How do the pieces join, where is the maximum, and what happens when corner energies coincide?**

Solution. At e2 the lower and middle pieces both give g = 3e21/(e31 e41) and slope 6/(e31 e41). At e3, where x = e32, the middle piece gives

g = 3[e21 + 2e32 − (e31 + e42)e32/e42]/(e31 e41)
 = 3[e31 − e31 e32/e42]/(e31 e41)
 = 3e43/(e41 e42).

The second line uses e21 + e32 = e31, the third e42 − e32 = e43. The slope there is

[6 − 6(e31 + e42)/e42]/(e31 e41) = −6/(e41 e42).

The upper piece has the same value and slope at e3. At e1 and e4 both g and its slope vanish. For distinct energies g and g′ are therefore continuous, while the second derivative jumps.

The lower piece rises and the upper piece falls, so the maximum is in the middle. Setting 6 − 6s x/q = 0 gives

x = q/s = e32 e42/(e31 + e42),

which lies between 0 and e32. There s x²/q = q/s, so

g_max = 3(a + q/s)/p = 3(a s + q)/(s p) = 3/s,

where the last step uses a s + q = p. Written out,

g_max = 3/(e3 + e4 − e1 − e2).

The peak height depends only on how far the two upper energies lie, in sum, above the two lower ones.

When two energies coincide, the interval between them disappears and its formula is not used. The remaining pieces stay finite, but the slope can jump, and with three equal energies g itself does:

- For e1 = e2 < e3, g starts from zero with slope 6/(e31 e41).
- For e2 = e3, with e1 and e4 distinct from them, the slope changes at the peak from 6/(e31 e41) to −6/(e41 e42).
- For e1 = e2 and e3 = e4, with w = e31, g = 6x(w − x)/w³, a single parabola.
- For e1 = e2 = e3 < e4, g = 3(e4 − E)²/e41³. It steps from zero to 3/e41, because a whole face has energy e1.

If all four energies coincide, ε is constant, n is a step and g is a delta function. The piecewise quadratic form then fails.

**(e) Evaluate g for one tetrahedron in a conduction valley of silicon.**

Use the parabolic model

ε = Σ a_i k_i²,  a_i = ħ²/(2m_i),

with k measured from the valley minimum. Rough masses are 0.92 m0 along the valley axis and 0.19 m0 across it. One octant of the valley is enclosed in a box whose edges end at 80 meV, with lengths 1.3899, 0.6316 and 0.6316 nm⁻¹. Each edge is divided into N = 4 parts. Take the corners 2,1,1; 2,1,2; 2,2,2; 3,2,2, counted in mesh steps.

Solution. One step from the minimum along any axis costs w = 80/4² = 5 meV, so a corner with indices i, j, l has energy 5(i² + j² + l²) meV. The corner energies are 30, 45, 60 and 85 meV, and in meV

e21 = 15, e31 = 30, e41 = 55, e32 = 15, e42 = 40, e43 = 25.

At 40 meV, in the lowest interval,

n = 10³/(15·30·55) = 0.0404,
g = 3·10²/(15·30·55) meV⁻¹ = 12.12 eV⁻¹.

At 50 meV, x = 5 meV. The cone has fraction 20³/24750 = 0.32323 and the excess 5³/9000 = 0.01389, so n = 0.30934. The density is

g = [45 + 30 − 3·70·25/600]/1650 meV⁻¹ = 66.25/1650 meV⁻¹ = 40.15 eV⁻¹.

At 70 meV, in the highest interval,

n = 1 − 15³/(55·40·25) = 0.9386,
g = 3·15²/55000 meV⁻¹ = 12.27 eV⁻¹.

The maximum is at 45 + 600/70 = 53.57 meV, with g_max = 3/70 meV⁻¹ = 42.86 eV⁻¹.

Part (a) offers a separate check. The plane at 50 meV cuts the tetrahedron in a quadrilateral of area 0.00884 nm⁻², found from its corners in k space. With V_T = 0.001444 nm⁻³ and |∇ε| = 0.15239 eV nm, A/(V_T|∇ε|) again gives 40.15 eV⁻¹ when unrounded values are used.

**(f) Write the density of states of the crystal, and find the leading interpolation error for the parabolic valley. Each mesh cell is cut into six tetrahedra along its main diagonal.**

Solution. Per crystal volume there are 1/(2π)³ states per unit of k-space volume for each spin. For spin-degenerate bands,

D(E) = [2/(2π)³] Σ V_T g_T(E),

summed over all bands and tetrahedra.

Let a cell have edges h_i and let u_i, between 0 and 1, be the fractional position along edge i. The corners of each of the six tetrahedra follow a path from one end of the diagonal to the other, one edge at a time. The energy is a sum of functions of the separate u_i. Replace each of these by the straight line through its values at u_i = 0 and 1. The resulting sum is linear and agrees with the band at all eight cell corners. A linear function is fixed by its values at the four corners of a tetrahedron, so this sum is the interpolation in all six.

Along edge i the energy is a constant plus a term linear in u_i plus a_i h_i² u_i². Only the last term changes, from u_i² to u_i. The interpolated energy exceeds the true one by

η = Σ a_i h_i² (u_i − u_i²) ≥ 0.

Since u − u² has mean 1/2 − 1/3 = 1/6 over the cell, the mean upward shift is

δ = Σ a_i h_i²/6.

The sign comes from the upward curvature; at a band maximum it is reversed.

Let N_s(E) be the number of states below E in the parabolic model. To first order in η, interpolation changes it by −D(E) η̄(E), where η̄ is the mean of η on the surface ε = E, each area element weighted by 1/|∇ε| because the shell between E and E + dE has thickness dE/|∇ε|. If the surface samples all positions in the cells evenly, η̄ ≈ δ. Since N_s ∝ E^(3/2), D = 3N_s/(2E), and the relative error of the count is

ΔN_s/N_s ≈ −3δ/(2E).

The density at a single energy needs more care, because the small variation of η̄ with E is differentiated. In the present mesh all a_i h_i² equal w, so δ = w/2. In the coordinates κ_i = k_i/h_i the energy is wκ², and the surface is a sphere of radius R = √(E/w). The gradient with respect to κ has the same length everywhere on this sphere, so the weight is uniform and η̄ is a plain area mean there. On a sphere, area is uniformly distributed along any one axis. With φ(κ) = r(1 − r), where r is the fractional part of κ, the three axes together give

η̄ = (3w/R) ∫₀^R φ(κ) dκ.

Write D = cR, with c constant. Then

ΔN_s = −3c w ∫₀^R φ(κ) dκ.

From E = wR², dR/dE = 1/(2wR), so

ΔD = −3c φ(R)/(2R).

Dividing by D = cR and using R² = E/w and w = 2δ,

ΔD/D ≈ −3w φ(R)/(2E) = −[δ/(2E)]·6r(1 − r),

where r is now the fractional part of R. The factor 6r(1 − r) runs from 0 to 3/2 and has mean one. This form holds to leading order, for equal a_i h_i² and with the minimum on a mesh point. If the mesh is shifted by a fraction σ of a step along every axis, the same derivation over the whole sphere gives the factor 3[φ(R − σ) + φ(R + σ)], again with mean one; for σ = 1/4 it stays between 3/4 and 9/8. The error therefore falls as the square of the mesh spacing, but with an oscillating prefactor. A small error at one energy is no proof of a converged mesh.

This expansion requires R to be large. At the band bottom it fails. For E < w only the cell at the minimum contributes in each octant, and with the diagonal that starts at the minimum its six tetrahedra all have corner energies 0, w, 2w, 3w. Another diagonal gives the same interpolated energy and hence the same sum. Each has g = 3E²/(6w³), so the density per cell volume is E²/(2w³). The true octant has volume (π/6)(E/w)^(3/2) in cell units, hence density (π/4)√E/w^(3/2). The ratio is

D_interpolated/D_true = (2/π)(E/w)^(3/2).

It tends to zero at the minimum and is still only 2/π at E = w. With the minimum on a mesh point, linear interpolation replaces the square-root onset by a quadratic one, within an energy range that shrinks with the mesh spacing squared. If the minimum lies between mesh points, as it may for silicon, the interpolated density is zero up to the lowest corner energy and the form of the onset depends on the position. For a minimum at the centre of a cell all eight corners have energy 3w/4, and that cell contributes a delta function.

**(g) Compare the summed density at 50 meV with the parabolic model, and judge the result for real silicon.**

Solution. The surface of one valley is an ellipsoid with half axes √(E/a_i). With six equivalent valleys and two spins,

N_s = 2·6·(4π/3)√(E³/(a1 a2 a3))/(2π)³ ≈ 5.6×10¹⁹ cm⁻³,

D = 3N_s/(2E) ≈ 1.7×10²¹ eV⁻¹ cm⁻³.

The tetrahedron of part (e), with its copies in all octants and valleys, supplies about 2.2×10¹⁹ eV⁻¹ cm⁻³ of the N = 4 sum. With the box and the energy held fixed, the errors relative to the unrounded ellipsoid values are:

N = 4: density −1.15 %, count −7.25 %
N = 8: density −0.75 %, count −1.84 %
N = 16: density −0.22 %, count −0.47 %
N = 32: density −0.05 %, count −0.12 %

For N = 16, δ = 0.156 meV and −3δ/(2E) = −0.47 %, as found. For the density, w = 0.3125 meV gives R = √160 = 12.65, so 6r(1 − r) = 1.37 and the predicted error is −0.21 %. For N = 4, R is only 3.16; the same formula gives −2.0 %, and the expansion is not yet reliable. Between 45 and 55 meV at N = 16, 41 sampled energies gave density errors from 0.06 to 1.47 times −δ/(2E), within the leading-order range of 0 to 1.5, which higher-order terms can exceed slightly on other meshes. The full values are in the numerical output.

In real silicon the parabolic model is a larger source of error than the N = 16 mesh. A simple correction replaces ε by ε(1 + αε) on the energy side of the dispersion relation, with α roughly 0.5 eV⁻¹. Then N_s ∝ [E(1 + αE)]^(3/2), and D is multiplied by

√(1 + αE)(1 + 2αE) = 1.063

at 50 meV. This increase of about 6 % is far greater than the mesh error of 0.2 %. The valley minimum, taken at 0.85 of the distance from the zone centre to X, is 1.74 nm⁻¹ from the zone face for a lattice constant of 0.543 nm. The long half axis at 50 meV is 1.10 nm⁻¹, so the ellipsoid fits. The parabolic energy at the face is about 125 meV, where ellipsoids from the two sides would touch; separate parabolic valleys cannot be trusted near that energy.

At 300 K the thermal energy is 25.9 meV, so 50 meV is an energy that electrons reach. For a nondegenerate electron gas at fixed Fermi level, a mean shift δ changes the electron density by a relative amount of about −δ/kT, or −0.6 % for N = 16. Devices can break a further assumption: strain or confinement may make the six valleys inequivalent. If strain leaves two valleys lowest and lifts the other four by more than 50 meV, the bulk density 50 meV above the lowest minimum falls to one third, with the masses held fixed. In a thin confined layer the three-dimensional sum itself must be replaced by one over subbands. A finer tetrahedron mesh removes neither of these errors; it converges to the density of states of whatever bands it is given.

Computed results

```
hbar^2/(2 m0) = 0.03810 eV nm^2
masses long, trans = 0.92 0.19 m0
box edges = 1.3899 0.6316 0.6316 1/nm
corner 1: k = 0.6949 0.1579 0.1579 1/nm, e = 30.0 meV
corner 2: k = 0.6949 0.1579 0.3158 1/nm, e = 45.0 meV
corner 3: k = 0.6949 0.3158 0.3158 1/nm, e = 60.0 meV
corner 4: k = 1.0424 0.3158 0.3158 1/nm, e = 85.0 meV
tetrahedron volume = 0.001444 nm^-3
E = 40 meV: n = 0.04040, g = 12.1212 1/eV
  cut: 3 sides, area 0.00267 nm^-2, g = 12.1212 1/eV
E = 50 meV: n = 0.30934, g = 40.1515 1/eV
  cut: 4 sides, area 0.00884 nm^-2, g = 40.1515 1/eV
E = 70 meV: n = 0.93864, g = 12.2727 1/eV
  cut: 3 sides, area 0.00270 nm^-2, g = 12.2727 1/eV
gradient length = 0.15239 eV nm
50 meV: cone 0.32323 minus excess 0.01389 = 0.30934
peak: E = 53.571 meV, g = 42.8571 1/eV
its DOS share at 50 meV (all copies) = 2.2439e+19 /eV/cm^3
ellipsoid at 50 meV: DOS = 1.6656e+21 /eV/cm^3
ellipsoid at 50 meV: count = 5.5520e+19 /cm^3
N =  4: mean shift = 2.5000 meV, DOS = 1.6464e+21 /eV/cm^3
  DOS err -1.152 %, count err -7.248 %, predicted -7.500 %
N =  8: mean shift = 0.6250 meV, DOS = 1.6532e+21 /eV/cm^3
  DOS err -0.747 %, count err -1.841 %, predicted -1.875 %
N = 16: mean shift = 0.1562 meV, DOS = 1.6619e+21 /eV/cm^3
  DOS err -0.220 %, count err -0.471 %, predicted -0.469 %
N = 32: mean shift = 0.0391 meV, DOS = 1.6648e+21 /eV/cm^3
  DOS err -0.048 %, count err -0.117 %, predicted -0.117 %
N = 16, 45-55 meV: DOS err / (-shift/2E) from 0.06 to 1.47
nonparabolicity input = 0.50 1/eV
nonparabolic DOS change at 50 meV = 6.30 %
lattice constant = 0.543 nm, valley at 0.85 of Gamma-X
valley to zone face = 1.736 1/nm
long half axis at 50 meV = 1.099 1/nm
parabolic energy at zone face = 124.8 meV
kT at 300 K = 25.85 meV
mean shift / kT for N = 16: 0.00604
```
